# Fowler–Nordheim field emission: triangular barrier, image rounding and Forbes's approximation

A metal fills the half-space \(x<0\), and an electric field outside pulls electrons away from it. Find the emitted current density, first for a triangular barrier and then with the image force.

Hartree atomic units are used (\(\hbar=m_e=e=1\)), and energies are measured from the Fermi level. The metal is a free-electron gas at zero temperature with band depth \(E_F\) and work function \(\phi\). The surface is flat, \(F>0\) is the force of the field on an electron, and \(J\) is the magnitude of the current density.

## (a) Supply of electrons

**Question.** Let \(D(W)\) be the probability that an electron with normal energy \(W=k_x^2/2-E_F\) passes the barrier. Write \(J\) as an integral over one energy.

**Solution.** A flat surface conserves the transverse momentum, so \(D\) depends on \(W\) alone. With two spins per wavevector and normal velocity \(k_x\),

\[
J=\frac{2}{(2\pi)^3}\int_{k_x>0,\ \rm occupied}k_x\,D(W)\,d^3k .
\]

Let \(u=-W\) be the depth of the normal energy below the Fermi level. A state is occupied if \(k_x^2/2+k_\parallel^2/2\le E_F\), that is, if \(k_\parallel^2\le 2u\). The allowed transverse wavevectors fill a disc of area \(2\pi u\). Since \(k_x\,dk_x=dW\),

\[
J=\frac{2}{8\pi^3}\int_0^{E_F}2\pi u\,D(-u)\,du
=\frac{1}{2\pi^2}\int_0^{E_F}u\,D(-u)\,du .
\]

The factor \(u\) vanishes at the Fermi level, where no transverse motion is left to sum over.

## (b) Tunnelling probability

**Question.** Find \(D\) by WKB for a barrier \(U(x)\) with turning points \(x_1<x_2\). Evaluate the exponent for \(U=\phi-Fx\), and find what a sharp metal edge changes.

**Solution.** Let \(\kappa=\sqrt{2(U-W)}\) inside the barrier and \(k=\sqrt{2(W-U)}\) outside it. Near a turning point \(U\) is taken as linear. In a scaled distance \(\xi\), positive inside the barrier, the Schrödinger equation becomes \(\psi''=\xi\psi\), with solutions Ai and Bi. Let \(\zeta=\tfrac23|\xi|^{3/2}\), which is the integral of \(\kappa\) or \(k\) from the turning point. Up to the common factor \(\pi^{-1/2}|\xi|^{-1/4}\), the asymptotic forms are

\[
\begin{aligned}
\xi>0:&\quad \mathrm{Ai}\to\tfrac12e^{-\zeta},\qquad \mathrm{Bi}\to e^{\zeta},\\
\xi<0:&\quad \mathrm{Ai}\to\sin(\zeta+\tfrac{\pi}{4}),\qquad \mathrm{Bi}\to\cos(\zeta+\tfrac{\pi}{4}).
\end{aligned}
\]

The factor \(|\xi|^{-1/4}\) is proportional to \(\kappa^{-1/2}\) or \(k^{-1/2}\), so an outside wave of amplitude \(C/\sqrt k\) carries the flux \(|C|^2\).

Beyond \(x_2\) there must be an outgoing wave alone. This is \(\mathrm{Bi}+i\,\mathrm{Ai}\to e^{i(\zeta+\pi/4)}\). Inside the barrier its dominant part is Bi, so

\[
\psi=\frac{C}{\sqrt\kappa}\exp\!\int_x^{x_2}\!\kappa\,dx'
=\frac{C\,e^{G/2}}{\sqrt\kappa}\exp\!\Big(\!-\!\int_{x_1}^{x}\!\kappa\,dx'\Big),
\qquad G=2\int_{x_1}^{x_2}\!\kappa\,dx .
\]

At \(x_1\) this decaying function is of type \(2\,\mathrm{Ai}\), which continues into \(2\sin(\zeta+\pi/4)\). That is a sum of two travelling waves of equal modulus. The incident one has amplitude \(Ce^{G/2}/\sqrt k\) and flux \(|C|^2e^{G}\). Dividing the transmitted flux by it gives

\[
D\approx e^{-G}.
\]

This requires \(G\gg1\) and well-separated turning points.

For the triangle, let \(H=\phi-W=\phi+u\) be the barrier height seen by the electron. Then

\[
G=2\sqrt2\int_0^{H/F}\!\sqrt{H-Fx}\,dx
=2\sqrt2\cdot\frac{2H^{3/2}}{3F}=\frac{4\sqrt2\,H^{3/2}}{3F}.
\]

The triangle, however, starts at a potential step at \(x=0\), not at a smooth turning point. Let \(k\) now be the normal wavevector in the metal and \(\kappa\) the decay constant just outside. To leading order \(\psi'(0)=-\kappa\psi(0)\). Matching to \(Ae^{ikx}+Be^{-ikx}\) gives

\[
A=\frac12\Big[\psi(0)+\frac{\psi'(0)}{ik}\Big]=\frac{\psi(0)}2\Big(1+\frac{i\kappa}{k}\Big),\qquad
|A|^2=|\psi(0)|^2\,\frac{k^2+\kappa^2}{4k^2}.
\]

With \(|\psi(0)|^2=|C|^2e^{G}/\kappa\), the ratio of fluxes is

\[
D=\frac{|C|^2}{k|A|^2}=P\,e^{-G},\qquad P=\frac{4k\kappa}{k^2+\kappa^2}.
\]

At the Fermi level \(k=\sqrt{2E_F}\) and \(\kappa=\sqrt{2\phi}\), so \(P=4\sqrt{E_F\phi}/(E_F+\phi)\). The current formulas below keep the exponential and set \(P=1\). This is an approximation, and part (g) examines it at the Fermi level.

## (c) Current through the triangle

**Question.** Carry out the energy integral when only electrons near the Fermi level contribute appreciably. Estimate the error.

**Solution.** Expand the exponent in the depth \(u\):

\[
G(\phi+u)\approx G(\phi)+\frac ud+\frac{G''u^2}{2},\qquad
\frac1d=\frac{\partial G}{\partial H}\Big|_{H=\phi},\qquad
G''=\frac{\partial^2G}{\partial H^2}\Big|_{H=\phi}.
\]

To first order, the energy \(d\) is the depth over which \(e^{-G}\) falls by a factor \(e\). Keep the linear term and extend the upper limit from \(E_F\) to infinity. The extension adds a fraction \((1+E_F/d)e^{-E_F/d}\) of the full integral, which is negligible for \(d\ll E_F\). Then

\[
J=\frac{e^{-G(\phi)}}{2\pi^2}\int_0^\infty u\,e^{-u/d}\,du=\frac{d^2}{2\pi^2}\,e^{-G(\phi)} .
\]

For the triangle \(\partial G/\partial H=2\sqrt{2H}/F\), so \(d=F/(2\sqrt{2\phi})\) and \(d^2=F^2/(8\phi)\). The elementary Fowler–Nordheim law follows:

\[
J_{\rm tri}=\frac{F^2}{16\pi^2\phi}\exp\!\Big(-\frac{4\sqrt2\,\phi^{3/2}}{3F}\Big).
\]

One factor \(F\) in the prefactor comes from the width of the contributing energy band. The other comes from the transverse phase space, which grows with depth.

To first order, the quadratic term multiplies the integrand by \(1-G''u^2/2\). Since \(\int_0^\infty u^3e^{-u/d}du=6d^4\), the relative change of \(J\) is

\[
-\frac{G''}{2}\cdot\frac{6d^4}{d^2}=-3d^2G'' .
\]

For the triangle \(G''=\sqrt2/(F\sqrt\phi)\), and the change is \(-3\sqrt2F/(8\phi^{3/2})\). The linear expansion therefore needs \(F\ll\phi^{3/2}\), the same condition that makes \(G\) large.

## (d) The image-rounded barrier

**Question.** Add the classical image force. Write \(G\) as the triangular exponent times a function \(v\), and express \(v\) and its derivative through complete elliptic integrals.

**Solution.** An electron at \(x\) is attracted by its image at \(-x\), a distance \(2x\) away, with force \(1/(4x^2)\). The potential energy of this force, zero at infinity, is \(-1/(4x)\). Hence

\[
U(x)=\phi-Fx-\frac1{4x}.
\]

Setting \(U'=0\) gives \(x=1/(2\sqrt F)\), where \(U=\phi-\sqrt F\). The barrier is lowered as well as rounded. Its top lies above the Fermi level if \(F<\phi^2\).

For height \(H\) define \(f=F/H^2\) and substitute \(x=Hs/(2F)\). Then \(Fx=Hs/2\) and \(1/(4x)=Hf/(2s)\), so

\[
H-Fx-\frac1{4x}=\frac{H}{2s}\,(2s-s^2-f).
\]

The zeros are \(s=1\pm a\) with \(a=\sqrt{1-f}\). The exponent becomes

\[
G=2\sqrt2\,\frac{H}{2F}\sqrt{\frac H2}\int_{1-a}^{1+a}\!\sqrt{\frac{2s-s^2-f}{s}}\,ds
=\frac{H^{3/2}}{F}\int_{1-a}^{1+a}\!\sqrt{\frac{2s-s^2-f}{s}}\,ds .
\]

Dividing by the triangular exponent gives

\[
G=v(f)\,\frac{4\sqrt2H^{3/2}}{3F},\qquad
v(f)=\frac{3}{4\sqrt2}\int_{1-a}^{1+a}\!\sqrt{\frac{2s-s^2-f}{s}}\,ds .
\]

At \(f=0\) the integral is \(\int_0^2\sqrt{2-s}\,ds=4\sqrt2/3\), so \(v(0)=1\). At \(f=1\) the limits coincide and \(v(1)=0\).

For the elliptic form set

\[
s=(1+a)\Delta^2,\qquad \Delta=\sqrt{1-m\sin^2\theta},\qquad m=\frac{2a}{1+a},\qquad 1-m=\frac{1-a}{1+a}.
\]

As \(\theta\) runs from \(0\) to \(\pi/2\), \(s\) runs from \(1+a\) down to \(1-a\). The polynomial factorizes:

\[
2s-s^2-f=(1+a-s)\,(s-1+a)=(1+a)^2m^2\sin^2\theta\cos^2\theta .
\]

With \(|ds|=2(1+a)m\sin\theta\cos\theta\,d\theta\), the integral in \(v\) equals

\[
2(1+a)^{3/2}m^2\,(I_2-I_4),\qquad I_n=\int_0^{\pi/2}\frac{\sin^n\theta}{\Delta}\,d\theta .
\]

The complete integrals are \(K(m)=\int_0^{\pi/2}d\theta/\Delta=I_0\) and \(E(m)=\int_0^{\pi/2}\Delta\,d\theta=K-mI_2\). Hence \(I_2=(K-E)/m\). For \(I_4\), use

\[
\frac{d}{d\theta}(\sin\theta\cos\theta\,\Delta)
=\frac{1-2(1+m)\sin^2\theta+3m\sin^4\theta}{\Delta}.
\]

The bracket on the left vanishes at both limits, so \(3mI_4=2(1+m)I_2-K\). Therefore

\[
I_2-I_4=\frac{(m-2)I_2+K}{3m}=\frac{(2-m)E-2(1-m)K}{3m^2}.
\]

Since \((1+a)(2-m)=2\) and \((1+a)(1-m)=1-a\), the integral in \(v\) is \(\tfrac43\sqrt{1+a}\,[E-(1-a)K]\), and

\[
v(f)=\sqrt{\frac{1+a}{2}}\,\big[E(m)-(1-a)K(m)\big].
\]

For the derivative, differentiate the integral for \(v\) with respect to \(f\). The moving limits contribute nothing because the integrand vanishes there. The same substitution gives

\[
v'(f)=-\frac{3}{8\sqrt2}\int_{1-a}^{1+a}\!\frac{ds}{\sqrt{s(2s-s^2-f)}}
=-\frac{3}{8\sqrt2}\cdot\frac{2K(m)}{\sqrt{1+a}}
=-\frac{3K(m)}{4\sqrt2\,\sqrt{1+a}} .
\]

## (e) Current with the image force

**Question.** How does the rounding change the prefactor of \(J\)?

**Solution.** The result \(J=d^2e^{-G}/(2\pi^2)\) still holds, but \(d\) changes, because \(f=F/H^2\) depends on the height: \(\partial f/\partial H=-2f/H\). Thus

\[
\frac{\partial G}{\partial H}=\frac{4\sqrt2}{3F}\Big[\frac32\sqrt H\,v-2\sqrt H\,f v'\Big]
=\frac{2\sqrt{2H}}{F}\,t(f),\qquad t=v-\frac43f v' .
\]

At \(H=\phi\) this gives \(d=F/(2\sqrt{2\phi}\,t)\), and with \(f=F/\phi^2\) from here on,

\[
J=\frac{F^2}{16\pi^2\phi\,t^2}\exp\!\Big(-v\,\frac{4\sqrt2\,\phi^{3/2}}{3F}\Big).
\]

As \(f\to0\), \(v\) and \(t\) tend to one. The ratio of the two currents does not, because \(1-v\) is multiplied by an exponent proportional to \(1/f\). At fixed \(\phi\) the small-\(f\) form of \(v\) in part (f) makes the ratio grow without bound as \(f\to0\).

## (f) A simple form for \(v\)

**Question.** Find the behaviour of \(v\) at both ends of \(0\le f\le1\). Use it to motivate an elementary approximation, and see what that implies for the field dependence.

**Solution.** For small \(f\), \(a\approx1-f/2\) and \(\epsilon^2=1-m\approx f/4\). With \(\alpha=\pi/2-\theta\), \(\Delta^2\approx\epsilon^2+\sin^2\alpha\). Split the integral for \(K\) at \(\delta\) with \(\epsilon\ll\delta\ll1\):

\[
K\approx\int_0^\delta\!\frac{d\alpha}{\sqrt{\epsilon^2+\alpha^2}}+\int_\delta^{\pi/2}\!\frac{d\alpha}{\sin\alpha}
\approx\ln\frac{2\delta}{\epsilon}+\ln\frac2\delta=\ln\frac4\epsilon=\frac12\ln\frac{64}{f}.
\]

Hence \(v'\approx-\tfrac{3}{16}\ln(64/f)\). Integrating from \(v(0)=1\),

\[
v\approx1-\Big(\frac98\ln2+\frac3{16}\Big)f+\frac3{16}f\ln f .
\]

A term \(f\ln f\) is therefore needed. At the other end \(m=0\) and \(K=\pi/2\), so \(v'(1)=-3\pi/(8\sqrt2)=-0.8330\).

The trial form \(1-f+q\,f\ln f\) has the correct values at \(f=0\) and \(f=1\), and its slope at \(f=1\) is \(-1+q\). Matching that slope requires \(q=1-3\pi/(8\sqrt2)=0.1670\), close to \(1/6\). Forbes's approximation takes

\[
v\approx1-f+\frac f6\ln f .
\]

This argument motivates the coefficient but does not bound the error. Compared with the elliptic formula on a fine grid from \(f=0.001\) to \(0.999\), the largest deviation is 0.0024, and the largest relative to \(v\) is 0.33 percent.

Its derivative is \(v'\approx-\tfrac56+\tfrac16\ln f\), and so

\[
t\approx1-f+\frac f6\ln f+\frac{10}9f-\frac29f\ln f=1+\frac f9-\frac{f\ln f}{18}.
\]

To see the field dependence, put \(\eta=4\sqrt2/(3\sqrt\phi)\). The triangular exponent is then \(\eta/f\), and

\[
e^{-G}=e^{-\eta v/f}\approx e^{\eta}\,f^{-\eta/6}\,e^{-\eta/f},\qquad
\frac{d\ln D}{d\ln F}\approx\frac\eta f-\frac\eta6 .
\]

Within this approximation, rounding multiplies the triangular exponential \(e^{-\eta/f}\) by a field-independent factor \(e^\eta\) and a power of the field. Because \(d\ln D/d(1/F)=-F\,d\ln D/d\ln F\), the slope of \(\ln D\) against \(1/F\) is the triangular slope times \(1-f/6\). The reduction \(f/6\) is about 7 percent at \(f=0.39\), where part (g) finds the current raised by two orders of magnitude, and it approaches 17 percent as \(f\to1\).

## (g) Numerical example and limits

**Question.** Evaluate the currents for \(\phi=0.16\) hartree, \(E_F=0.25\) hartree and \(F=0.01\) atomic units. Judge the approximations.

**Solution.** These are round model parameters, equivalent to a work function of 4.35 eV and a field of 5.14 V/nm. The scaled field is \(f=0.01/0.16^2=0.3906\). The image force lowers the barrier top to \(0.16-\sqrt{0.01}=0.06\) hartree. The turning points at the Fermi level are 1.755 and 14.245 bohr, while the triangle extends from 0 to 16 bohr.

The triangular exponent is

\[
\frac{4\sqrt2\,(0.16)^{3/2}}{3(0.01)}=12.068 .
\]

The elliptic formulas give \(v=0.5464\) and \(t=1.0598\). Thus \(G=0.5464\times12.068=6.594\), and

\[
d=\frac{0.01}{2\sqrt{0.32}\times1.0598}=0.00834\ \text{hartree},\qquad
J=\frac{d^2e^{-6.594}}{2\pi^2}=4.82\times10^{-9}\ \text{a.u.}
\]

This is \(1.14\times10^{10}\) A/m². The triangular law gives \(2.27\times10^{-11}\) a.u., so the two formulas differ by a factor of 212. For these parameters this overstates the effect of the image force (integrating the exact \(D(W)\) of both barriers gives a ratio near 120), mainly because both formulas set \(P=1\), while the true \(P\) is nearly two for the sharp triangle and close to one for the rounded barrier, as shown below for the Fermi level. Forbes's forms, \(v=0.5482\) and \(t=1.0638\), give \(4.69\times10^{-9}\) a.u., which is 2.8 percent below the elliptic value. The error of 0.0018 in \(v\) is magnified because it multiplies 12.068, and it lowers the current by about 2.1 percent. The larger \(t\), which enters squared, lowers it by a further 0.7 percent.

Here \(\eta=4.714\), so \(e^\eta=111.5\) and \(f^{-\eta/6}=2.09\). The logarithmic derivative \(d\ln D/d\ln F\) is 11.28 from Forbes's form and 11.24 from quadrature of the barrier.

**Energy integral.** Integrating over the Fermi sphere with \(D=e^{-G}\), without linearizing \(G\), gives 0.941 times the elliptic formula. The first-order estimate \(-3d^2G''=-0.066\) has the right sign and slightly overshoots this 5.9 percent reduction.

**Omitted factor \(P\).** For the sharp triangle the formula of part (b) gives 1.951 at the Fermi level, and the Airy-function solution gives 1.947. The elementary law with \(P=1\) is therefore low by about a factor of two in this model. For the image barrier, the Schrödinger equation was integrated with the potential cut off where it meets the band bottom. At the Fermi level the result is \(P=0.986\) at \(F=0.01\) and \(1.036\) at \(F=0.006\), while \(G\) changes from 6.59 to 14.21. The WKB exponent thus carries nearly all the field dependence between these two cases. That \(P\) is near one is a finding for these parameters at the Fermi level, not a general rule. \(P\) varies with the normal energy and with the band depth. At \(F=0.01\) it rises to 1.14 at \(u=0.02\) hartree, and at the Fermi level it is 1.48 for \(E_F=0.1\) and 0.70 for \(E_F=0.5\) hartree. These two values therefore do not by themselves fix the correction to the current.

**Limits.** As \(f\to1\) the barrier top reaches the Fermi level, \(G\) goes to zero, and \(D\approx e^{-G}\) loses its basis. The inner turning point lies at an atomic distance from the surface, where a classical image plane is itself a model. Surface roughness, crystal band structure and thermal occupation are also left out; for the parameters above, occupation at 300 K raises \(J\) by about 2 percent. \(F\) is the local field at the surface, and at current densities of this size space charge can make it differ from the applied field. The numerical check checks the derived formulas against quadrature and direct solutions of the Schrödinger equation.

## Table of computed values

```
work function phi = 0.16 hartree = 4.354 eV
field F = 0.010 a.u. = 5.142 V/nm
band depth E_F = 0.25 hartree
scaled field f = 0.390625 (no unit)
triangle width phi/F = 16.00 bohr
image barrier top = 0.0600 hartree
position of top = 5.000 bohr
inner turning point = 1.755 bohr
outer turning point = 14.245 bohr
G triangle = 12.0680 (no unit)
G image, quadrature = 6.5941 (no unit)
v elliptic = 0.54642, v Forbes = 0.54818 (no unit)
dv/df elliptic = -0.98577 (no unit)
t elliptic = 1.05984, t Forbes = 1.06380 (no unit)
slope of v at f=1: -0.83304 (no unit)
slope-matched coefficient q = 0.16696 (no unit)
Forbes v, largest absolute error = 0.00238 (no unit)
Forbes v, largest relative error = 0.332 percent
Forbes t, largest absolute error = 0.00413 (no unit)
decay width d, image = 0.008340 hartree
eta = 4.7140, exp(eta) = 111.50 (no unit)
f^(-eta/6) = 2.0929 (no unit)
d ln D/d ln F, quadrature = 11.2411 (no unit)
d ln D/d ln F, Forbes = 11.2823 (no unit)
J triangle = 2.2720e-11 a.u. = 5.3741e+07 A/m^2
J image, elliptic = 4.8215e-09 a.u. = 1.1404e+10 A/m^2
J image, Forbes = 4.6851e-09 a.u. = 1.1082e+10 A/m^2
J image / J triangle = 212.21 (no unit)
J Forbes / J elliptic = 0.9717 (no unit)
J Fermi sphere, D=exp(-G) = 4.5390e-09 a.u.
J Fermi sphere / J elliptic = 0.9414 (no unit)
leading correction -3 d^2 G'' = -0.0661 (no unit)
P sharp triangle, weak-field formula = 1.9512 (no unit)
P sharp triangle, Airy at F = 1.9472 (no unit)
P image barrier at F = 0.9862 (no unit)
lower field for comparison = 0.006 a.u.
G image at lower field = 14.2129 (no unit)
P image at lower field = 1.0357 (no unit)
```
